# Quantum Reflection in Thermionic Emission over an Abrupt Step: verification in Python

```python
"""Thermionic emission over an abrupt step with equal masses.
Result under test: J = A T^2 D exp(-phi/kT), where the mean transmission is
D = 2 exp(z) K2(z) - 8 t - 16 t^2,  t = kT/V,  z = 1/(2t),
so D -> 2 sqrt(pi t) and the prefactor goes as T^(5/2) when kT << V.
V: step height above the emitter band bottom; phi: barrier above the
chemical potential mu = V - phi; eps: normal energy above the step top.
Energies are in eV, lengths in nm, temperatures in K unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import airy, expit, kve

q, m0, hbar = const.e, const.m_e, const.hbar
kB = const.k / q                                  # eV/K
h2m = hbar**2 / (2 * m0) / q * 1e18               # hbar^2/2m, eV nm^2
A = 4 * np.pi * q * m0 * const.k**2 / const.h**3 * 1e-4   # A/cm^2/K^2

# Rough, round inputs in the regime of a silicide on lightly doped n-Si
phi, fermi = 0.65, 5.0
V = phi + fermi
eps_r, doping_cm3, bending = 11.7, 1e15, 0.35
mass_l, mass_t = 0.92, 0.19                       # silicon, units of m0
drift_velocity = 7e6                              # cm/s, rough
barrier_drift = 2e-4                              # eV/K, rough
temps = [200.0, 300.0, 400.0]


def mean_transmission(t):
    z = 1 / (2 * t)
    return 2 * kve(2, z) - 8 * t - 16 * t**2


def step_transmission(eps, height=V):
    k1, k2 = np.sqrt((height + eps) / h2m), np.sqrt(eps / h2m)
    return 4 * k1 * k2 / (k1 + k2)**2


def local_exponent(prefactor, T):
    """Logarithmic slope of a current prefactor with temperature."""
    up, down = 1.01 * T, 0.99 * T
    return np.log(prefactor(up) / prefactor(down)) / np.log(up / down)


def exponent_series(t):
    return 2.5 - 2 * np.sqrt(t / np.pi) + (15 / 4 - 8 / np.pi) * t


nodes, weights = np.polynomial.legendre.leggauss(200)


def current_from_states(T, height, mu):
    """Current in A/cm^2 summed over momentum states, Fermi occupation."""
    kT = kB * T
    k_edge = np.sqrt(height / h2m)
    k_max = np.sqrt((height + 40 * kT) / h2m)
    s_max = np.sqrt(k_max - k_edge)
    s = (nodes + 1) * s_max / 2
    ws = weights * s_max / 2
    kx = k_edge + s**2
    k_out = s * np.sqrt(kx + k_edge)
    trans = 1 - ((kx - k_out) / (kx + k_out))**2
    p_max = np.sqrt(40 * kT / h2m)
    kp = (nodes + 1) * p_max / 2
    wp = weights * p_max / 2
    energy = h2m * (kx[:, None]**2 + kp[None, :]**2)
    occupation = expit(-(energy - mu) / kT)
    velocity = 2 * h2m * kx / (hbar / q)          # nm/s
    along = ws * 2 * s * velocity * trans
    across = wp * 2 * np.pi * kp
    flux = 2 / (2 * np.pi)**3 * (along @ occupation @ across)
    return q * flux * 1e14


# --- Matching formula and the role of abruptness: smooth-step scattering
def smooth_step_transmission(eps, width):
    k1, k2 = np.sqrt((V + eps) / h2m), np.sqrt(eps / h2m)

    def rhs(x, y):
        potential = -V * expit(-x / width)
        return [y[1], (potential - eps) / h2m * y[0]]

    sol = solve_ivp(rhs, (40 * width, -40 * width), [1 + 0j, 1j * k2],
                    method="DOP853", rtol=1e-9, atol=1e-11)
    psi, slope = sol.y[:, -1]
    return 4 * k1 * k2 / abs(1j * k1 * psi + slope)**2


eps_test, smooth_width = 0.1, 0.2
D_abrupt = step_transmission(eps_test)
D_sharp = smooth_step_transmission(eps_test, 0.001)
D_smooth = smooth_step_transmission(eps_test, smooth_width)
assert abs(D_sharp / D_abrupt - 1) < 2e-3
assert D_smooth > 0.95
assert abs(step_transmission(1e-6) / (4 * np.sqrt(1e-6 / V)) - 1) < 2e-3

# --- Closed form of the thermal average against quadrature
for t in (0.003, 0.1, 2.0):
    direct = quad(lambda g: 2 * g * np.exp(-g * g)
                  * step_transmission(g * g * t * V), 0, 7,
                  epsabs=1e-12, epsrel=1e-10)[0]
    assert abs(direct / mean_transmission(t) - 1) < 1e-7
assert abs(mean_transmission(100.0) - (1 - 1 / 600)) < 2e-4
assert abs(mean_transmission(1e-6) / (2 * np.sqrt(np.pi * 1e-6)) - 1) < 3e-3


# --- Full current against the sum over states, then both limiting powers
def current(T):
    return A * T**2 * mean_transmission(kB * T / V) * np.exp(-phi / (kB * T))


for T in temps:
    assert abs(current_from_states(T, V, fermi) / current(T) - 1) < 1e-6

deep = local_exponent(lambda T: current_from_states(T, 50.0, 49.9)
                      * np.exp(0.1 / (kB * T)), 30.0)
shallow = local_exponent(lambda T: current_from_states(T, 1e-3, -0.5)
                         * np.exp(0.501 / (kB * T)), 600.0)
assert abs(deep - exponent_series(kB * 30 / 50)) < 1e-4
assert abs(deep - 2.5) < 0.01
assert abs(shallow - 2.0) < 0.01


def step_exponent(T):
    return local_exponent(
        lambda x: x**2 * mean_transmission(kB * x / V), T)


for T in temps:
    assert abs(step_exponent(T) - exponent_series(kB * T / V)) < 2e-3

# --- Apparent parameters from a conventional Richardson plot
fit_T = np.linspace(250, 350, 21)
slope, intercept = np.polyfit(1 / (kB * fit_T),
                              np.log(current(fit_T) / fit_T**2), 1)
phi_app, A_app = -slope, np.exp(intercept)
D300 = mean_transmission(kB * 300 / V)
extra = step_exponent(300.0) - 2
assert abs(phi_app - (phi + extra * kB * 300)) < 1e-3
assert abs(A_app / (A * D300 * np.exp(extra)) - 1) < 0.05

# --- Neglected effects: field behind the step and image force
permittivity = eps_r * const.epsilon_0
field = np.sqrt(2 * q * doping_cm3 * 1e6 * bending / permittivity)  # V/m
force = field * 1e-9                              # eV/nm
field_energy = (h2m * force**2)**(1 / 3)
image_C = q / (16 * np.pi * permittivity) * 1e9   # eV nm
image_energy = np.pi**2 * image_C**2 / h2m
lowering = 2 * np.sqrt(image_C * force)


def airy_transmission(eps, slope_force):
    """Step followed by a uniformly falling band; includes tunnelling."""
    kappa = (slope_force / h2m)**(1 / 3)
    scale = (h2m * slope_force**2)**(1 / 3)
    ai, aip, bi, bip = airy(-eps / scale)
    psi, dpsi = bi + 1j * ai, -kappa * (bip + 1j * aip)
    k1 = np.sqrt((V + eps) / h2m)
    return 4 * k1 * kappa / np.pi / abs(1j * k1 * psi + dpsi)**2


def image_transmission(eps, C, shift, steps=8000):
    """Band -C/(x+shift) - force*x behind the step; x = s^2, inward RK4."""
    s_values = np.linspace(10.0, 0.0, steps + 1)
    ds = s_values[1] - s_values[0]
    x = 100.0
    kinetic = eps + C / (x + shift) + force * x
    gradient = force - C / (x + shift)**2
    k_far = np.sqrt(kinetic / h2m)
    a = np.ones_like(eps, dtype=complex)
    b = 1j * k_far - gradient / (4 * kinetic)

    def coefficient(s):
        s2 = s * s
        return -2 * s / h2m * (eps + C / (s2 + shift) + force * s2)

    c0 = coefficient(s_values[0])
    for s in s_values[:-1]:
        mid, end = s + ds / 2, s + ds
        cm, c1 = coefficient(mid), coefficient(end)
        a1, b1 = 2 * s * b, c0 * a
        a2, b2 = 2 * mid * (b + ds / 2 * b1), cm * (a + ds / 2 * a1)
        a3, b3 = 2 * mid * (b + ds / 2 * b2), cm * (a + ds / 2 * a2)
        a4, b4 = 2 * end * (b + ds * b3), c1 * (a + ds * a3)
        a = a + ds / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        b = b + ds / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
        c0 = c1
    k1 = np.sqrt((V + eps) / h2m)
    return 4 * k1 * k_far / abs(1j * k1 * a + b)**2


def thermal_average(eps, trans, T):
    kT = kB * T
    return np.sum(trans * np.exp(-eps / kT)) * (eps[1] - eps[0]) / kT


grid = np.linspace(-0.06, 0.64, 701)
D_field = airy_transmission(grid, force)
D_check = image_transmission(grid, 0.0, 0.2)
assert np.max(abs(D_check / D_field - 1)) < 2e-3

fine = np.arange(-0.005, 0.7, 1e-5)
weak_field = thermal_average(fine, airy_transmission(fine, force / 100), 300)
assert abs(weak_field / D300 - 1) < 5e-3

far_shift = 0.2                                   # nm, rough image cutoff
shifts = {"continuous": image_C / V, "cut off": far_shift}
D_image = {name: image_transmission(grid, image_C, d)
           for name, d in shifts.items()}
D_weak = image_transmission(grid, image_C / 30, far_shift)
field300 = thermal_average(grid, D_field, 300)
assert abs(thermal_average(grid, D_weak, 300) / field300 - 1) < 0.1


def field_exponent(T):
    return local_exponent(
        lambda x: x**2 * thermal_average(grid, D_field, x), T)


def image_exponent(name, T):
    """Exponent measured relative to the lowered barrier top."""
    top = -lowering + force * shifts[name]
    return local_exponent(
        lambda x: x**2 * thermal_average(grid, D_image[name], x)
        * np.exp(top / (kB * x)), T)


for name in shifts:
    assert thermal_average(grid, D_image[name], 300) / D300 > 2
    for T in temps:
        assert image_exponent(name, T) < step_exponent(T)
cold_exponent = field_exponent(20.0)
assert cold_exponent < 2


# --- Anisotropic silicon masses, rough estimate for a (100) surface
def average_for_mass(mass, T):
    def integrand(g):
        eps = g * g * kB * T
        v_in, v_out = np.sqrt(V + eps), np.sqrt(eps / mass)
        return 2 * g * np.exp(-g * g) * 4 * v_in * v_out / (v_in + v_out)**2
    return quad(integrand, 0, 7)[0]


assert abs(average_for_mass(1.0, 300) / D300 - 1) < 1e-6
mass_no_reflection = 2 * mass_t + 4 * np.sqrt(mass_t * mass_l)
mass_factor = (2 * mass_t * average_for_mass(mass_l, 300)
               + 4 * np.sqrt(mass_t * mass_l)
               * average_for_mass(mass_t, 300)) / D300
emission_velocity = np.sqrt(const.k * 300 / (2 * np.pi * m0)) * 100

print(f"Barrier phi = {phi:.2f} eV; Fermi energy = {fermi:.2f} eV")
print(f"Step height V = {V:.2f} eV; mass = 1 m0 on both sides")
print(f"Richardson constant A = {A:.2f} A/cm2/K2")
print(f"Transmission 0.1 eV above abrupt step = {D_abrupt:.4f}")
print(f"Same, step smoothed with width {smooth_width} nm = {D_smooth:.4f}")
for T in temps:
    t = kB * T / V
    D = mean_transmission(t)
    print(f"T = {T:.0f} K: kT = {1e3*kB*T:.2f} meV, kT/V = {t:.6f}")
    print(f"  mean transmission = {D:.4f}; "
          f"leading law = {2*np.sqrt(np.pi*t):.4f}")
    print(f"  J without reflection = {current(T)/D:.3e} A/cm2")
    print(f"  J with reflection = {current(T):.3e} A/cm2")
    print(f"  local exponent = {step_exponent(T):.4f}; "
          f"series = {exponent_series(t):.4f}")
print(f"Deep-step test (V=50 eV, 30 K): exponent = {deep:.4f}")
print(f"Shallow-step test (V=1 meV, 600 K): exponent = {shallow:.4f}")
print(f"Richardson plot 250-350 K: apparent barrier = {phi_app:.4f} eV")
print(f"  apparent Richardson constant = {A_app:.2f} A/cm2/K2")
print(f"Doping = {doping_cm3:.0e} cm^-3; band bending = {bending:.2f} eV")
print(f"Relative permittivity = {eps_r}; field = {field*1e-8:.5f} MV/cm")
print(f"Field energy scale = {1e3*field_energy:.2f} meV")
print(f"Image energy scale = {1e3*image_energy:.1f} meV")
print(f"Image barrier lowering = {1e3*lowering:.2f} meV")
print(f"J(field)/J(step), 300 K = {field300/D300:.4f}")
for T in temps:
    print(f"Exponent with field, {T:.0f} K = {field_exponent(T):.4f}")
print(f"Exponent with field, 20 K (formal) = {cold_exponent:.3f}")
for name, d in shifts.items():
    ratio = thermal_average(grid, D_image[name], 300) / D300
    print(f"Image force, {name}, shift {d:.4f} nm:")
    print(f"  J(image+field)/J(step), 300 K = {ratio:.3f}")
    print("  exponents from lowered top, 200/300/400 K = "
          + ", ".join(f"{image_exponent(name, T):.3f}" for T in temps))
print(f"Silicon masses used = {mass_l}, {mass_t} m0")
print(f"Mass factor on J, no reflection = {mass_no_reflection:.2f}")
print(f"Mass factor on J, with reflection, 300 K = {mass_factor:.2f}")
print(f"Emission velocity without reflection = {emission_velocity:.2e} cm/s")
print(f"Rough drift velocity = {drift_velocity:.1e} cm/s; "
      f"ratio with reflection = {emission_velocity*D300/drift_velocity:.3f}")
print(f"Barrier falling {1e3*barrier_drift:.1f} meV/K (rough): "
      f"prefactor times {np.exp(barrier_drift/kB):.1f}")
print("checks complete")
```

Output:

```
Barrier phi = 0.65 eV; Fermi energy = 5.00 eV
Step height V = 5.65 eV; mass = 1 m0 on both sides
Richardson constant A = 120.17 A/cm2/K2
Transmission 0.1 eV above abrupt step = 0.4117
Same, step smoothed with width 0.2 nm = 0.9830
T = 200 K: kT = 17.23 meV, kT/V = 0.003050
  mean transmission = 0.1735; leading law = 0.1958
  J without reflection = 2.007e-10 A/cm2
  J with reflection = 3.482e-11 A/cm2
  local exponent = 2.4414; series = 2.4414
T = 300 K: kT = 25.85 meV, kT/V = 0.004576
  mean transmission = 0.2070; leading law = 0.2398
  J without reflection = 1.302e-04 A/cm2
  J with reflection = 2.694e-05 A/cm2
  local exponent = 2.4292; series = 2.4292
T = 400 K: kT = 34.47 meV, kT/V = 0.006101
  mean transmission = 0.2339; leading law = 0.2769
  J without reflection = 1.242e-01 A/cm2
  J with reflection = 2.906e-02 A/cm2
  local exponent = 2.4192; series = 2.4192
Deep-step test (V=50 eV, 30 K): exponent = 2.4919
Shallow-step test (V=1 meV, 600 K): exponent = 2.0029
Richardson plot 250-350 K: apparent barrier = 0.6609 eV
  apparent Richardson constant = 38.03 A/cm2/K2
Doping = 1e+15 cm^-3; band bending = 0.35 eV
Relative permittivity = 11.7; field = 0.01040 MV/cm
Field energy scale = 3.46 meV
Image energy scale = 245.2 meV
Image barrier lowering = 11.32 meV
J(field)/J(step), 300 K = 1.0495
Exponent with field, 200 K = 2.3158
Exponent with field, 300 K = 2.3599
Exponent with field, 400 K = 2.3736
Exponent with field, 20 K (formal) = -2.027
Image force, continuous, shift 0.0054 nm:
  J(image+field)/J(step), 300 K = 4.330
  exponents from lowered top, 200/300/400 K = 1.936, 1.977, 2.005
Image force, cut off, shift 0.2000 nm:
  J(image+field)/J(step), 300 K = 3.078
  exponents from lowered top, 200/300/400 K = 2.038, 2.071, 2.095
Silicon masses used = 0.92, 0.19 m0
Mass factor on J, no reflection = 2.05
Mass factor on J, with reflection, 300 K = 3.64
Emission velocity without reflection = 2.69e+06 cm/s
Rough drift velocity = 7.0e+06 cm/s; ratio with reflection = 0.080
Barrier falling 0.2 meV/K (rough): prefactor times 10.2
checks complete
```
